# Mean nearest-neighbour spacing of random defects in a two-dimensional channel: a numerical check

```python
# Result under test: for independent, uniformly placed point defects in a plane,
# the mean nearest-neighbour distance is d = 1/(2 sqrt(n)), half of s = 1/sqrt(n).
# n: areal defect density; s: side of the square holding one defect on average;
# S(r): probability that no other defect lies within r of a chosen defect.
# Lengths in the calculations are in nm and densities in nm^-2.
import numpy as np
from scipy.constants import centi, nano
from scipy.integrate import quad
from scipy.spatial import cKDTree

density_cm = 1.0e13
density_si = density_cm / centi**2
n = density_si * nano**2

# Derived formulas
s = 1 / np.sqrt(n)
d = 1 / (2 * np.sqrt(n))
spread = np.sqrt((4 - np.pi) / (4 * np.pi * n))
median = np.sqrt(np.log(2) / (np.pi * n))
mode = 1 / np.sqrt(2 * np.pi * n)
close_radius = 0.5


def fraction_within(r):
    return 1 - np.exp(-np.pi * n * r**2)


def nearest_distances(points, box):
    tree = cKDTree(points, boxsize=box)
    return tree.query(points, k=2)[0][:, 1]


# Direct simulation: random points in a periodic square box
rng = np.random.default_rng(12345)
cells = 200
count = cells**2
box = np.sqrt(count / n)
runs = 10
sample = np.concatenate([
    nearest_distances(rng.random((count, 2)) * box, box)
    for _ in range(runs)])
sim_close = np.mean(sample < close_radius)
sim_s = np.mean(sample < s)
# Tolerances are several times the statistical errors of the sample
assert abs(sample.mean() / d - 1) < 0.006
assert abs(sample.std() / spread - 1) < 0.01
assert abs(np.median(sample) / median - 1) < 0.01
assert abs(sim_close - fraction_within(close_radius)) < 0.004
assert abs(sim_s - fraction_within(s)) < 0.003

# Finite number of defects: quadrature of the product of probabilities
finite_count = 1000
area = finite_count / n


def finite_survival(r):
    return (1 - np.pi * r**2 / area)**(finite_count - 1)


finite_mean = quad(finite_survival, 0, 6 * s, epsabs=1e-11, limit=200)[0]
assert abs(finite_mean / d - 1) < 1 / finite_count

# Most probable distance from the numerical slope of a large-N survival curve
large_count = 10**6
r_grid = np.linspace(0, 3 * s, 30001)
curve = (1 - np.pi * r_grid**2 * n / large_count)**(large_count - 1)
numerical_mode = r_grid[np.argmax(-np.gradient(curve, r_grid))]
assert abs(numerical_mode / mode - 1) < 1e-3

# Square lattice of equal density: here the nearest distance should be s
ix, iy = np.meshgrid(np.arange(cells), np.arange(cells), indexing="ij")
corners = np.column_stack([ix.ravel(), iy.ravel()]).astype(float)
square = nearest_distances(corners * box / cells, box)
assert np.allclose(square, s, rtol=1e-9)

# One random defect in each square cell: equal density, fewer close pairs
jittered = (corners + rng.random((count, 2))) * box / cells
jittered_distances = nearest_distances(np.mod(jittered, box), box)
jittered_mean = jittered_distances.mean()
assert np.mean(jittered_distances < close_radius) < sim_close
assert jittered_mean > 1.05 * sample.mean()

# Discrete sites: triangular lattice, each site occupied with probability c
site_spacing = 0.3
c = n * np.sqrt(3) / 2 * site_spacing**2
i, j = np.meshgrid(np.arange(-60, 61), np.arange(-60, 61))
site_r = site_spacing * np.sqrt((i**2 + i * j + j**2).ravel())
site_r = np.sort(site_r[(site_r > 0) & (site_r < 12)])
weights = c * (1 - c)**np.arange(site_r.size)
assert abs(weights.sum() - 1) < 1e-10
site_mean = np.sum(weights * site_r)
assert abs(site_mean / d - 1) < 0.02

# Density inferred from the simulated mean, by the right and the wrong rule
right_density = 1 / (4 * sample.mean()**2) / nano**2
wrong_density = 1 / sample.mean()**2 / nano**2
assert abs(right_density / density_si - 1) < 0.012
assert abs(wrong_density / density_si - 4) < 0.05

print(f"Defect density: {density_cm:.3e} cm^-2")
print(f"Defect density: {density_si:.3e} m^-2")
print(f"Area per defect: {1 / n:.3f} nm^2")
print(f"Inverse square root of density s: {s:.4f} nm")
print(f"Mean nearest-neighbour distance d: {d:.4f} nm")
print(f"Mean nearest-neighbour distance d: {d * nano:.4e} m")
print(f"Ratio d/s: {d / s:.4f}")
print(f"Standard deviation: {spread:.4f} nm")
print(f"Median distance: {median:.4f} nm")
print(f"Most probable distance: {mode:.4f} nm")
print(f"Fraction with neighbour within {close_radius:.1f} nm: "
      f"{fraction_within(close_radius):.4f}")
print(f"Fraction with neighbour within s: {fraction_within(s):.4f}")
print(f"Wrong density 1/d^2: {1 / d**2 / nano**2:.3e} m^-2")
print(f"Simulated defects per run: {count}")
print(f"Simulation runs: {runs}")
print(f"Simulated mean distance: {sample.mean():.4f} nm")
print(f"Simulated standard deviation: {sample.std():.4f} nm")
print(f"Simulated median: {np.median(sample):.4f} nm")
print(f"Simulated fraction within {close_radius:.1f} nm: {sim_close:.4f}")
print(f"Simulated fraction within s: {sim_s:.4f}")
print(f"Finite-number check, number of defects: {finite_count}")
print(f"Finite-number mean distance: {finite_mean:.4f} nm")
print(f"Square-lattice nearest distance: {square.mean():.4f} nm")
print(f"One-per-cell mean distance: {jittered_mean:.4f} nm")
print(f"Triangular site spacing: {site_spacing:.2f} nm")
print(f"Site occupation probability: {c:.5f}")
print(f"Discrete-site mean distance: {site_mean:.4f} nm")
print(f"Discrete-site relative shift: {100 * (site_mean / d - 1):.2f} percent")
print("OK")
```

Output:

```
Defect density: 1.000e+13 cm^-2
Defect density: 1.000e+17 m^-2
Area per defect: 10.000 nm^2
Inverse square root of density s: 3.1623 nm
Mean nearest-neighbour distance d: 1.5811 nm
Mean nearest-neighbour distance d: 1.5811e-09 m
Ratio d/s: 0.5000
Standard deviation: 0.8265 nm
Median distance: 1.4854 nm
Most probable distance: 1.2616 nm
Fraction with neighbour within 0.5 nm: 0.0755
Fraction with neighbour within s: 0.9568
Wrong density 1/d^2: 4.000e+17 m^-2
Simulated defects per run: 40000
Simulation runs: 10
Simulated mean distance: 1.5805 nm
Simulated standard deviation: 0.8245 nm
Simulated median: 1.4871 nm
Simulated fraction within 0.5 nm: 0.0750
Simulated fraction within s: 0.9576
Finite-number check, number of defects: 1000
Finite-number mean distance: 1.5813 nm
Square-lattice nearest distance: 3.1623 nm
One-per-cell mean distance: 1.9920 nm
Triangular site spacing: 0.30 nm
Site occupation probability: 0.00779
Discrete-site mean distance: 1.5905 nm
Discrete-site relative shift: 0.59 percent
OK
```
